**D3 coordination number and underflow-free C6 interpolation**

The program evaluates the D3 coordination number CN with $k_1=16$, $k_2=4/3$, and the Gaussian-weighted coefficient $C_6$ with $k_3=4$, scaling each atom's weights by its nearest reference. Here $q$ is a coordination number, $x_i$ and $y_j$ are reference coordination numbers, and $C_{ij}$ are reference coefficients of a model element X. It asserts that the scaled routine agrees with the defining double sum in 80-digit arithmetic, both near the references and far from them; the largest relative error printed is $3.4\times10^{-16}$. It also asserts the derivatives against finite differences, the reference table against Casimir–Polder quadrature, the lattice sum against fcc shell populations, and the growth of CN with cutoff against an integral. Further assertions locate the onset of underflow at 13.65 from the last reference for one displaced atom and at 9.65 for two equally displaced atoms. For a dense fcc lattice with CN = 15.276, the output shows a direct quotient of 0/0 and a scaled result of 165 hartree bohr$^6$. It also shows that a small constant in the denominator gives zero, and that a threshold switch makes $C_6$ jump from 165.63 to 165.00 hartree bohr$^6$ when references lie close together.

## Numerical verification

```python
"""
D3 coordination number and Gaussian C6 interpolation without underflow.

Result under test:
  CN_A = sum_B 1/(1 + exp(-K1*(K2*(r_A + r_B)/R_AB - 1)))
  C6   = sum_ij L_ij C_ij / sum_ij L_ij,
  L_ij = exp(-K3*((CN_A - x_i)^2 + (CN_B - y_j)^2))
The quotient is evaluated with atomic weights scaled by the nearest
reference, which is exact and cannot give 0/0.
Symbols: r covalent radius, R distance, x_i and y_j reference coordination
numbers, C_ij reference coefficients, q a coordination number.
Hartree atomic units. Element X is a model with round parameters.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, logsumexp

mp.mp.dps = 80
K1, K2, K3 = 16.0, 4.0 / 3.0, 4.0
RADIUS = 2.0
RADIUS_SUM = 2 * RADIUS
REFS = np.array([0.0, 1.0, 2.0, 4.0])
ALPHA = np.array([40.0, 30.0, 24.0, 20.0])   # static polarizabilities
OMEGA = np.array([0.40, 0.45, 0.50, 0.55])   # pole frequencies
TABLE = (1.5 * np.outer(ALPHA * OMEGA, ALPHA * OMEGA)
         / (OMEGA[:, None] + OMEGA[None, :]))


def count(distance):
    return expit(K1 * (K2 * RADIUS_SUM / distance - 1))


def coordination(xyz):
    """Coordination numbers and grad[a, k] = d CN_a / d position_k."""
    n = len(xyz)
    cn, grad = np.zeros(n), np.zeros((n, n, 3))
    for a in range(n):
        for b in range(n):
            if a == b:
                continue
            vec = xyz[a] - xyz[b]
            dist = np.linalg.norm(vec)
            f = count(dist)
            slope = -K1 * K2 * RADIUS_SUM / dist**2 * f * (1 - f)
            cn[a] += f
            grad[a, a] += slope * vec / dist
            grad[a, b] -= slope * vec / dist
    return cn, grad


def weights(q, refs):
    """Normalized Gaussian weights, scaled by the nearest reference."""
    near = refs[np.argmin(np.abs(q - refs))]
    u = np.exp(-K3 * (near - refs) * (2 * q - refs - near))
    return u / u.sum()


def stable_c6(qa, qb, refs_a, refs_b, table):
    """C6 and its derivatives with respect to both coordination numbers."""
    wa, wb = weights(qa, refs_a), weights(qb, refs_b)
    row, col = table @ wb, wa @ table
    c6 = wa @ row
    da = 2 * K3 * np.sum(wa * (refs_a - wa @ refs_a) * (row - c6))
    db = 2 * K3 * np.sum(wb * (refs_b - wb @ refs_b) * (col - c6))
    return c6, da, db


def naive_sums(qa, qb, refs_a, refs_b, table):
    """Numerator and denominator of the definition in double precision."""
    top = bottom = 0.0
    for i, x in enumerate(refs_a):
        for j, y in enumerate(refs_b):
            gauss = math.exp(-K3 * ((qa - x)**2 + (qb - y)**2))
            top += gauss * table[i, j]
            bottom += gauss
    return top, bottom


def precise_c6(qa, qb, refs_a, refs_b, table):
    """The definition in 80-digit arithmetic with unbounded exponents."""
    top = bottom = mp.mpf(0)
    for i, x in enumerate(refs_a):
        for j, y in enumerate(refs_b):
            gauss = mp.exp(-K3 * ((mp.mpf(qa) - mp.mpf(float(x)))**2
                                  + (mp.mpf(qb) - mp.mpf(float(y)))**2))
            top += gauss * mp.mpf(float(table[i, j]))
            bottom += gauss
    return top / bottom


# Reference table against the Casimir-Polder integral.
for i in range(4):
    for j in range(4):
        def integrand(u):
            pi_ = ALPHA[i] * OMEGA[i]**2 / (OMEGA[i]**2 + u * u)
            pj_ = ALPHA[j] * OMEGA[j]**2 / (OMEGA[j]**2 + u * u)
            return 3 / math.pi * pi_ * pj_
        assert abs(quad(integrand, 0, np.inf)[0] / TABLE[i, j] - 1) < 1e-7

# Distances at which the counting function has given values.
level_r = {}
for p in (0.9, 0.5, 0.1):
    level_r[p] = brentq(lambda r: count(r) - p, 2.0, 12.0, xtol=1e-13)
    formula = K2 * RADIUS_SUM / (1 + math.log(p / (1 - p)) / K1)
    assert abs(level_r[p] - formula) < 1e-10
tail = 1 / (1 + math.exp(K1))
assert abs(count(1e12) / tail - 1) < 1e-8

# Ordinary regime: a right-angled trimer.
trimer = np.array([[0.0, 0, 0], [4.0, 0, 0], [0, 5.0, 0]])
cn3, dcn3 = coordination(trimer)
c6_tri, slope_a, slope_b = stable_c6(cn3[0], cn3[1], REFS, REFS, TABLE)
grad_tri = slope_a * dcn3[0] + slope_b * dcn3[1]
top, bottom = naive_sums(cn3[0], cn3[1], REFS, REFS, TABLE)
assert abs(top / bottom / c6_tri - 1) < 1e-12


def trimer_c6(xyz):
    cn = coordination(xyz)[0]
    return stable_c6(cn[0], cn[1], REFS, REFS, TABLE)[0]


step = 1e-5
grad_error = 0.0
for atom in range(3):
    for axis in range(3):
        plus, minus = trimer.copy(), trimer.copy()
        plus[atom, axis] += step
        minus[atom, axis] -= step
        numeric = (trimer_c6(plus) - trimer_c6(minus)) / (2 * step)
        grad_error = max(grad_error, abs(numeric - grad_tri[atom, axis]))
assert grad_error < 1e-4

# Stable routine against the definition, near and far, also when the two
# atoms have different numbers of references.
worst = 0.0
for qa in (0.0, 0.5, 1.7, 3.0, 9.0, 15.0, 60.0):
    for qb in (0.0, 0.5, 1.7, 3.0, 9.0, 15.0, 60.0):
        for m in (2, 4):
            args = (qa, qb, REFS, REFS[:m], TABLE[:, :m])
            ratio = mp.mpf(float(stable_c6(*args)[0])) / precise_c6(*args)
            worst = max(worst, abs(float(ratio - 1)))
assert worst < 1e-12

# Covariance form of the derivatives, down to very small values.
h = mp.mpf(10)**(-12)
for q in (0.5, 1.7, 3.0, 6.0):
    _, da, db = stable_c6(q, 1.2, REFS, REFS, TABLE)
    num_a = (precise_c6(q + h, 1.2, REFS, REFS, TABLE)
             - precise_c6(q - h, 1.2, REFS, REFS, TABLE)) / (2 * h)
    num_b = (precise_c6(q, 1.2 + h, REFS, REFS, TABLE)
             - precise_c6(q, 1.2 - h, REFS, REFS, TABLE)) / (2 * h)
    assert abs(float(da / num_a) - 1) < 1e-9
    assert abs(float(db / num_b) - 1) < 1e-9

# Distances from the last reference at which the plain sums vanish.
exponent_limit = 1075 * math.log(2)
reach_one = math.sqrt(exponent_limit / K3)
reach_both = reach_one / math.sqrt(2)
last = REFS[-1]
for scale, vanishes in ((0.999, False), (1.001, True)):
    one = naive_sums(last + scale * reach_one, last, REFS, REFS, TABLE)[1]
    q = last + scale * reach_both
    both = naive_sums(q, q, REFS, REFS, TABLE)[1]
    assert (one == 0.0) == vanishes and (both == 0.0) == vanishes

# Dense fcc lattice of X.
A_LAT = 5.5
cells = np.arange(-16, 17)
grid = np.array(np.meshgrid(cells, cells, cells)).reshape(3, -1).T
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
points = A_LAT * (grid[:, None, :] + basis[None, :, :]).reshape(-1, 3)
dist_all = np.linalg.norm(points, axis=1)
dist_all = dist_all[dist_all > 1e-9]


def lattice_cn(cutoff):
    return count(dist_all[dist_all <= cutoff]).sum()


shells = [12, 6, 24, 12, 24, 8, 48, 6, 36]
shell_sum = sum(z * count(A_LAT * math.sqrt((m + 1) / 2))
                for m, z in enumerate(shells))
assert abs(lattice_cn(12.0) - shell_sum) < 1e-10
cn_cut = {c: lattice_cn(c) for c in (20.0, 40.0, 80.0)}
density = 4 / A_LAT**3
growth = cn_cut[80.0] - cn_cut[40.0]
growth_integral = quad(lambda r: 4 * math.pi * density * r * r * count(r),
                       40, 80)[0]
assert abs(growth / growth_integral - 1) < 0.02  # lattice points at the rim

q_fcc = cn_cut[40.0]
atom_exponent = K3 * (q_fcc - last)**2
atom_gauss = math.exp(-atom_exponent)
top_fcc, bottom_fcc = naive_sums(q_fcc, q_fcc, REFS, REFS, TABLE)
assert atom_gauss > 0 and top_fcc == 0.0 and bottom_fcc == 0.0
c6_fcc, slope_fcc, _ = stable_c6(q_fcc, q_fcc, REFS, REFS, TABLE)
precise_fcc = float(precise_c6(q_fcc, q_fcc, REFS, REFS, TABLE))
assert abs(c6_fcc / precise_fcc - 1) < 1e-12
assert abs(c6_fcc / TABLE[-1, -1] - 1) < 1e-12
second_weight = weights(q_fcc, REFS)[-2]
gauss_mp = [mp.exp(-K3 * (mp.mpf(float(q_fcc)) - float(x))**2) for x in REFS]
assert abs(float(second_weight / (gauss_mp[-2] / sum(gauss_mp))) - 1) < 1e-10
regularized = top_fcc / (bottom_fcc + 1e-300)

# Midway in a wide gap both neighbouring references must survive.
gap_refs, one_ref = np.array([0.0, 40.0]), np.array([0.0])
gap_table = np.array([[480.0], [300.0]])
gap_args = (20.0, 0.0, gap_refs, one_ref, gap_table)
assert naive_sums(*gap_args)[1] == 0.0
c6_gap = stable_c6(*gap_args)[0]
assert abs(c6_gap - float(precise_c6(*gap_args))) < 1e-10

# Switching to the nearest reference below a threshold makes C6 jump.
close_refs = np.array([0.0, 1.0, 3.9, 4.0])
THRESHOLD = 1e-99


def switched_c6(q):
    t, b = naive_sums(q, q, close_refs, close_refs, TABLE)
    if b > THRESHOLD:
        return t / b
    n = np.argmin(np.abs(q - close_refs))
    return TABLE[n, n]


q_switch = brentq(lambda q: 2 * logsumexp(-K3 * (q - close_refs)**2)
                  - math.log(THRESHOLD), 5.0, 12.0, xtol=1e-12)
below, above = switched_c6(q_switch - 1e-7), switched_c6(q_switch + 1e-7)
smooth = [stable_c6(q_switch + s, q_switch + s, close_refs, close_refs,
                    TABLE)[0] for s in (-1e-7, 1e-7)]
assert abs(below - above) > 0.1
assert abs(smooth[1] - smooth[0]) < 1e-5

hartree = constants.physical_constants["Hartree energy"][0]
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
to_si = hartree * constants.N_A * bohr_nm**6

print(f"k1, k2, k3 = {K1:.0f}, {K2:.6f}, {K3:.0f}")
print(f"covalent radius of X = {RADIUS:.1f} bohr")
print("reference CN =", REFS)
print("polarizabilities =", ALPHA, "bohr^3")
print("pole frequencies =", OMEGA, "hartree")
for x, line in zip(REFS, TABLE):
    print(f"C6 row, CN {x:.0f}:", " ".join(f"{c:.3f}" for c in line),
          "hartree bohr^6")
for p, r in level_r.items():
    print(f"count = {p:.1f} at R = {r:.4f} bohr")
print(f"count at infinite R = {tail:.4e}")
print("TRIMER, sides 4 and 5 bohr, right angle at atom 0")
for r in (4.0, 5.0, math.sqrt(41)):
    print(f"count({r:.4f} bohr) = {count(r):.6f}")
print("CN of atoms 0, 1, 2 =", " ".join(f"{c:.6f}" for c in cn3))
for a in (0, 1):
    print(f"weights of atom {a} =",
          " ".join(f"{w:.4e}" for w in weights(cn3[a], REFS)))
print(f"C6 of pair 0-1 = {c6_tri:.4f} hartree bohr^6")
print(f"dC6/dCN_0 = {slope_a:.4f} hartree bohr^6")
print(f"dC6/dCN_1 = {slope_b:.4f} hartree bohr^6")
for a in range(3):
    print(f"dC6/d(x,y) of atom {a} = {grad_tri[a, 0]:.4f}, "
          f"{grad_tri[a, 1]:.4f} hartree bohr^5")
print(f"largest gradient error = {grad_error:.1e} hartree bohr^5")
print("UNDERFLOW")
print(f"exponent limit = {exponent_limit:.3f}")
print(f"critical CN distance, one atom = {reach_one:.4f}")
print(f"critical CN distance, both atoms = {reach_both:.4f}")
print(f"largest relative error of stable C6 = {worst:.1e}")
print(f"FCC LATTICE, a = {A_LAT:.1f} bohr")
for c, value in cn_cut.items():
    print(f"CN with cutoff {c:.0f} bohr = {value:.6f}")
print(f"CN growth 40 to 80 bohr: sum {growth:.6f}, "
      f"integral {growth_integral:.6f}")
print(f"atomic exponent = {atom_exponent:.3f}, pair = "
      f"{2 * atom_exponent:.3f}")
print(f"largest atomic Gaussian = {atom_gauss:.3e}")
print(f"naive numerator, denominator = {top_fcc}, {bottom_fcc}")
print(f"C6 with 1e-300 added below = {regularized:.1f} hartree bohr^6")
print(f"stable C6 = {c6_fcc:.6f} hartree bohr^6")
print(f"stable C6 = {c6_fcc * to_si:.4f} J nm^6/mol")
print(f"weight of CN 2 reference = {second_weight:.3e}")
print(f"dC6/dCN = {slope_fcc:.3e} hartree bohr^6")
print(f"gap 0 to 40, CN 20: C6 = {c6_gap:.3f} hartree bohr^6")
print("THRESHOLD SWITCH, references", close_refs)
print(f"threshold = {THRESHOLD:.0e}, reached at CN = {q_switch:.5f}")
print(f"C6 before, after = {below:.4f}, {above:.4f} hartree bohr^6")
print(f"stable C6 there = {smooth[1]:.4f} hartree bohr^6")
print("no test failed")
```

Printed output:

```
k1, k2, k3 = 16, 1.333333, 4
covalent radius of X = 2.0 bohr
reference CN = [0. 1. 2. 4.]
polarizabilities = [40. 30. 24. 20.] bohr^3
pole frequencies = [0.4  0.45 0.5  0.55] hartree
C6 row, CN 0: 480.000 381.176 320.000 277.895 hartree bohr^6
C6 row, CN 1: 381.176 303.750 255.789 222.750 hartree bohr^6
C6 row, CN 2: 320.000 255.789 216.000 188.571 hartree bohr^6
C6 row, CN 4: 277.895 222.750 188.571 165.000 hartree bohr^6
count = 0.9 at R = 4.6894 bohr
count = 0.5 at R = 5.3333 bohr
count = 0.1 at R = 6.1823 bohr
count at infinite R = 1.1254e-07
TRIMER, sides 4 and 5 bohr, right angle at atom 0
count(4.0000 bohr) = 0.995195
count(5.0000 bohr) = 0.743962
count(6.4031 bohr) = 0.064575
CN of atoms 0, 1, 2 = 1.739158 1.059770 0.808538
weights of atom 0 = 6.3682e-06 1.2861e-01 8.7138e-01 1.5100e-09
weights of atom 1 = 1.0908e-02 9.6071e-01 2.8384e-02 9.3536e-16
C6 of pair 0-1 = 261.5184 hartree bohr^6
dC6/dCN_0 = -42.9330 hartree bohr^6
dC6/dCN_1 = -14.9639 hartree bohr^6
dC6/d(x,y) of atom 0 = -1.4765, -27.9142 hartree bohr^5
dC6/d(x,y) of atom 1 = 2.6517, -1.4690 hartree bohr^5
dC6/d(x,y) of atom 2 = -1.1752, 29.3832 hartree bohr^5
largest gradient error = 1.1e-08 hartree bohr^5
UNDERFLOW
exponent limit = 745.133
critical CN distance, one atom = 13.6486
critical CN distance, both atoms = 9.6510
largest relative error of stable C6 = 3.4e-16
FCC LATTICE, a = 5.5 bohr
CN with cutoff 20 bohr = 15.264059
CN with cutoff 40 bohr = 15.275800
CN with cutoff 80 bohr = 15.296620
CN growth 40 to 80 bohr: sum 0.020820, integral 0.020781
atomic exponent = 508.575, pair = 1017.149
largest atomic Gaussian = 1.345e-221
naive numerator, denominator = 0.0, 0.0
C6 with 1e-300 added below = 0.0 hartree bohr^6
stable C6 = 165.000000 hartree bohr^6
stable C6 = 9.5127 J nm^6/mol
weight of CN 2 reference = 5.000e-86
dC6/dCN = -1.886e-83 hartree bohr^6
gap 0 to 40, CN 20: C6 = 390.000 hartree bohr^6
THRESHOLD SWITCH, references [0.  1.  3.9 4. ]
threshold = 1e-99, reached at CN = 9.33834
C6 before, after = 165.6252, 165.0000 hartree bohr^6
stable C6 there = 165.6252 hartree bohr^6
no test failed
```
